# One-loop vacuum polarization from its imaginary part, and the charge renormalization: a numerical check

```python
"""One-loop vacuum polarization from its imaginary part.

Result under test, with alpha = e^2/(hbar c) and momenta in units of m c:
  Im Pi(s+i0) = -(alpha/3) R(s),  R = sqrt(1-4/s) (1+2/s),  s > 4,
  Pi(q2)-Pi(0) = -(alpha q2/3 pi) Integral ds R(s)/(s (s-q2)),
and the subtraction constant Pi(0) is the charge renormalization:
  e^2/e0^2 = 1 + Pi(0), Pi(0) = -(alpha/3 pi) L, L = -sum c_i ln(m_i^2).
The photon exchange is e0^2/(q2 (1-Pi)); c_i, m_i are Pauli-Villars
weights and masses (the physical field has c=1, m=1).
Functions named p_... return Pi/alpha.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

pi = np.pi
WEIGHTS = (1.0, -2.0, 1.0)


def regulator_masses2(M1):
    """Squared masses obeying sum c_i m_i^2 = 0 for WEIGHTS."""
    return (1.0, M1**2, 2 * M1**2 - 1.0)


def R(s):
    return np.sqrt(1 - 4 / s) * (1 + 2 / s) if s > 4 else 0.0


def p_dispersion(q2):
    """Once-subtracted integral, variable u=1/s; principal value if q2>4."""
    def R_u(u):
        return np.sqrt(max(0.0, 1 - 4 * u)) * (1 + 2 * u)
    if q2 > 4:
        val = quad(R_u, 0, 0.25, weight='cauchy', wvar=1 / q2, limit=300)[0]
        return val / (3 * pi)
    val = quad(lambda u: R_u(u) / (1 - q2 * u), 0, 0.25,
               epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    return -q2 * val / (3 * pi)


def p_closed(q2):
    """Closed form of the subtracted function, value at q2+i0."""
    y = 4 / q2
    if q2 < 0:
        b = np.sqrt(1 - y)
        term = b * np.log((b + 1) / (b - 1))
    elif q2 < 4:
        w = np.sqrt(y - 1)
        term = 2 * w * np.arctan(1 / w)
    else:
        b = np.sqrt(1 - y)
        term = b * np.log((1 + b) / (1 - b)) - 1j * pi * b
    return ((1 + y / 2) * term - 5 / 3 - y) / (3 * pi)


def p_loop(q2, masses2):
    """Regulated loop as Feynman-parameter integral, q2 below threshold."""
    def f(x):
        z = x * (1 - x)
        return z * sum(c * np.log(m2 - z * q2)
                       for c, m2 in zip(WEIGHTS, masses2))
    return 4 / pi * quad(f, 0, 0.5, epsabs=1e-12, epsrel=1e-9, limit=300)[0]


def p_unsubtracted(q2, masses2):
    """Regulated spectral function in an unsubtracted dispersion integral."""
    edges = [np.log(4 * m2) for m2 in masses2]
    edges.append(edges[-1] + 14)

    def f(t):
        s = np.exp(t)
        weight = sum(c * R(s / m2) for c, m2 in zip(WEIGHTS, masses2))
        return weight * s / (s - q2)
    total = sum(quad(f, a, b, epsabs=1e-11, epsrel=1e-10, limit=300)[0]
                for a, b in zip(edges[:-1], edges[1:]))
    return -total / (3 * pi)


# --- imaginary part from explicit Dirac spinors and counted pair states
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
zero2, one2 = np.zeros((2, 2)), np.eye(2)
gamma = [np.block([[one2, zero2], [zero2, -one2]])]
gamma += [np.block([[zero2, sk], [-sk, zero2]]) for sk in sigma]


def pair_current_sum(s, direction):
    E = np.sqrt(s) / 2
    p = np.sqrt(E**2 - 1) * direction / np.linalg.norm(direction)
    sp = np.einsum('i,ijk->jk', p, sigma)
    root = np.sqrt(E + 1)
    u = np.vstack([root * one2, sp / root])       # electron, momentum p
    v = np.vstack([-sp / root, root * one2])      # positron, momentum -p
    j = [u.conj().T @ gamma[0] @ g @ v for g in gamma]
    assert np.max(np.abs(j[0])) < 1e-12           # current conservation
    return sum(np.sum(abs(a)**2) for a in j[1:]) - np.sum(abs(j[0])**2)


def pair_count(W):
    """Integrated two-body phase space up to total energy W."""
    pmax = np.sqrt(W**2 / 4 - 1)
    return quad(lambda p: 4 * pi * p**2 / (4 * (p**2 + 1)) / (2 * pi)**2,
                0, pmax, epsabs=1e-13)[0]


for s in (5.0, 9.0, 40.0):
    W, h = np.sqrt(s), 1e-3
    phase_space = (pair_count(W + h) - pair_count(W - h)) / (2 * h)
    spin_sum = pair_current_sum(s, np.array([0.3, -0.5, 0.8]))
    assert abs(spin_sum / (4 * s + 8) - 1) < 1e-12
    assert abs(phase_space / (np.sqrt(1 - 4 / s) / (8 * pi)) - 1) < 1e-4
    density = 4 * pi * spin_sum * phase_space / (6 * pi * s)
    assert abs(density / (R(s) / (3 * pi)) - 1) < 1e-4
assert abs((R(1e3) - 1) * 1e6 + 6) < 0.05

# --- loop from its definition: four-dimensional Euclidean quadrature
nodes, wts = np.polynomial.legendre.leggauss(100)
k = (2 * (1 + nodes) / (1 - nodes))[:, None]
wk = (wts * 4 / (1 - nodes)**2)[:, None]
theta = np.arange(1, 61) * pi / 61
z, wz = np.cos(theta)[None, :], (pi / 61 * np.sin(theta)**2)[None, :]


def euclidean_loop(Q2, masses2, weights):
    """Return Pi/alpha from the trace, and the longitudinal integral."""
    trace, longitudinal = 0, 0
    kk, qk2 = k**2 - Q2 / 4, Q2 * k**2 * z**2
    for c, m2 in zip(weights, masses2):
        den = (k**2 + Q2 / 4 + m2)**2 - qk2
        trace = trace + c * 8 * (kk + 2 * m2) / den
        longitudinal = longitudinal + c * 4 * (
            2 * (qk2 - Q2**2 / 4) - Q2 * (kk + m2)) / den
    measure = wk * wz * k**3
    return (np.sum(measure * trace) / (3 * pi**2 * Q2),
            np.sum(measure * longitudinal))


small = regulator_masses2(3.0)
for Q2 in (1.0, 4.0):
    direct, longitudinal = euclidean_loop(Q2, small, WEIGHTS)
    assert abs(direct - p_loop(-Q2, small)) < 1e-5
    assert abs(longitudinal) < 1e-4
# one regulator alone violates transversality by the surface term
single = euclidean_loop(4.0, (1.0, 9.0), (1.0, -1.0))[1]
assert abs(single / (pi / 2 * 4.0 * (1 - 9)) - 1) < 1e-4

# --- regulated function: decay, unsubtracted relation, value at zero
assert abs(p_loop(-1e4, small) / p_loop(-1e5, small)) > 30
for q2 in (-7.0, 0.0, 2.0):
    assert abs(p_unsubtracted(q2, small) - p_loop(q2, small)) < 1e-8

# --- subtracted function: dispersion integral, closed form and loop
for q2 in (-100.0, -1.0, 2.0, 3.5, 9.0):
    assert abs(p_dispersion(q2) - np.real(p_closed(q2))) < 1e-7


def complex_loop(q2):
    """Subtracted physical loop just above the real axis, q2 > 4."""
    r = np.sqrt(1 - 4 / q2)
    cuts = [0, (1 - r) / 2, (1 + r) / 2, 1]

    def f(x):
        return x * (1 - x) * np.log(1 - x * (1 - x) * (q2 + 1e-12j))
    parts = [quad(lambda x, g=g: g(f(x)), a, b, limit=300)[0]
             for g in (np.real, np.imag) for a, b in zip(cuts[:-1], cuts[1:])]
    return 2 / pi * (sum(parts[:3]) + 1j * sum(parts[3:]))


assert abs(complex_loop(9.0) - p_closed(9.0)) < 1e-6
assert abs(complex_loop(9.0).imag + R(9.0) / 3) < 1e-6
assert abs(p_dispersion(-1e-4) / (1e-4 / (15 * pi)) - 1) < 1e-4
assert abs(p_closed(-1e6) - (np.log(1e6) - 5 / 3) / (3 * pi)) < 1e-5

# --- worked example: the electron loop
e2 = const.e**2 / (4 * pi * const.epsilon_0)
alpha = e2 / (const.hbar * const.c)
mc2 = const.m_e * const.c**2 / const.e / 1e6
print(f"e^2 (Gaussian) = {e2 / const.e * 1e9:.6f} eV nm")
print(f"hbar c = {const.hbar * const.c / const.e * 1e9:.4f} eV nm")
print(f"alpha = {alpha:.9f}, 1/alpha = {1 / alpha:.6f} (no unit)")
print(f"electron m c^2 = {mc2:.6f} MeV")
print(f"pair threshold 2 m c^2 = {2 * mc2:.6f} MeV")
print(f"alpha/(3 pi) = {alpha / (3 * pi):.6e} (no unit)")
for s in (5.0, 9.0, 100.0):
    print(f"s = {s:.0f} (mc)^2: R = {R(s):.6f}, "
          f"Im Pi = {-alpha * R(s) / 3:.6e} (no unit)")
print("Subtracted Pihat, real part (no unit):")
for q2 in (-100.0, -1.0, 2.0, 9.0):
    print(f"q^2 = {q2:.0f} (mc)^2: dispersion {alpha * p_dispersion(q2):.6e},"
          f" closed form {alpha * np.real(p_closed(q2)):.6e}")

Q2 = 100.0
renormalized = alpha / (1 - alpha * p_closed(-Q2))
print(f"Q = 10 mc = {10 * mc2:.5f} MeV/c")
print(f"renormalized: 1/alpha(Q) = {1 / renormalized:.6f} (no unit)")
print(f"alpha(Q)/alpha - 1 = {renormalized / alpha - 1:.6e} (no unit)")
for M1 in (1e3, 1e6):
    masses2 = regulator_masses2(M1)
    L = -sum(c * np.log(m2) for c, m2 in zip(WEIGHTS, masses2))
    p0 = p_unsubtracted(0.0, masses2)
    assert abs(p0 + L / (3 * pi)) < 1e-8
    alpha0 = 1 / (1 / alpha + p0)
    from_bare = alpha0 / (1 - alpha0 * p_loop(-Q2, masses2))
    assert abs(from_bare / renormalized - 1) < 1e-7
    print(f"Regulator M1 = {M1:.0e} m, M2 = {np.sqrt(masses2[2]):.6e} m:")
    print(f"  L = {L:.6f}, Pi(0) at alpha = {alpha * p0:.6e} (no unit)")
    print(f"  Z3 = {alpha / alpha0:.8f}, 1/alpha0 = {1 / alpha0:.6f} (no unit)")
    print(f"  Pi0(0) at alpha0 = {alpha0 * p0:.6e} (no unit)")
    print(f"  from bare chain: 1/alpha(Q) = {1 / from_bare:.6f} (no unit)")
    print(f"  relative difference = {from_bare / renormalized - 1:.1e}")

cutoff = 1e3
L_sharp = quad(lambda t: R(np.exp(t)), np.log(4), 2 * np.log(cutoff),
               epsabs=1e-11, limit=300)[0]
assert abs(L_sharp - (2 * np.log(cutoff) - 5 / 3)) < 1e-8
print(f"Sharp cutoff sqrt(s) = 1e3 mc: L = {L_sharp:.6f} (no unit)")
print(f"Bound on L for positive alpha0: {3 * pi / alpha:.3f} (no unit)")
print("all tests passed")
```

It prints:

```
e^2 (Gaussian) = 1.439965 eV nm
hbar c = 197.3270 eV nm
alpha = 0.007297353, 1/alpha = 137.035999 (no unit)
electron m c^2 = 0.510999 MeV
pair threshold 2 m c^2 = 1.021998 MeV
alpha/(3 pi) = 7.742732e-04 (no unit)
s = 5 (mc)^2: R = 0.626099, Im Pi = -1.522955e-03 (no unit)
s = 9 (mc)^2: R = 0.910991, Im Pi = -2.215940e-03 (no unit)
s = 100 (mc)^2: R = 0.999392, Im Pi = -2.430971e-03 (no unit)
Subtracted Pihat, real part (no unit):
q^2 = -100 (mc)^2: dispersion 2.319313e-03, closed form 2.319313e-03
q^2 = -1 (mc)^2: dispersion 1.403669e-04, closed form 1.403669e-04
q^2 = 2 (mc)^2: dispersion -4.065507e-04, closed form -4.065507e-04
q^2 = 9 (mc)^2: dispersion -2.768748e-04, closed form -2.768748e-04
Q = 10 mc = 5.10999 MeV/c
renormalized: 1/alpha(Q) = 136.718170 (no unit)
alpha(Q)/alpha - 1 = 2.324705e-03 (no unit)
Regulator M1 = 1e+03 m, M2 = 1.414213e+03 m:
  L = 13.122364, Pi(0) at alpha = -1.016029e-02 (no unit)
  Z3 = 0.98983971, 1/alpha0 = 135.643673 (no unit)
  Pi0(0) at alpha0 = -1.026459e-02 (no unit)
  from bare chain: 1/alpha(Q) = 136.718173 (no unit)
  relative difference = -2.3e-08
Regulator M1 = 1e+06 m, M2 = 1.414214e+06 m:
  L = 26.937874, Pi(0) at alpha = -2.085727e-02 (no unit)
  Z3 = 0.97914273, 1/alpha0 = 134.177802 (no unit)
  Pi0(0) at alpha0 = -2.130157e-02 (no unit)
  from bare chain: 1/alpha(Q) = 136.718170 (no unit)
  relative difference = -2.3e-14
Sharp cutoff sqrt(s) = 1e3 mc: L = 12.148844 (no unit)
Bound on L for positive alpha0: 1291.534 (no unit)
all tests passed
```
